# Dipole winding and bright p-like excitons in biased bilayer graphene, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The rule from explicit spinors

In a model of dual-gated bilayer graphene with a bias of 100 meV between the layers, the lowest exciton of one valley lies at 78.4 meV and has an oscillator strength of $4.87\times10^{-3}$ nm$^{-2}$. The second lies at 87.7 meV and has $0.116$ nm$^{-2}$, about 24 times more. The third, at 88.8 meV, has none for light polarized in the plane: its computed strength is near $10^{-30}$ nm$^{-2}$, which is roundoff. The lowest state has an s-like envelope and the next two are p-like. Where the interband dipole is a constant near the band edge the pattern is the reverse, because the optical amplitude is then the envelope at zero electron-hole separation, and that vanishes for a p state. Three facts need a reason: a p state is bright, its partner of opposite circulation is dark, and the s state is weak but not dark.

Energies are in meV and lengths in nm, with $\hbar=1$, since these are the scales of the problem. The symbol $e^2$ stands for $e^2/4\pi\epsilon_0=1439.96$ meV nm. In the plane, $k_\pm=k_x\pm ik_y=k\,e^{\pm i\varphi}$, and any vector has components $X_\pm=X_x\pm iX_y$.

### The exciton equation

Take one valley and one spin, with a filled valence band $v$ and an empty conduction band $c$. The cell-periodic states $|c\mathbf k\rangle$, $|v\mathbf k\rangle$ are eigenvectors of a small matrix $H(\mathbf k)$, and $E_{cv}=E_c-E_v>0$ everywhere. In the Tamm-Dancoff approximation an exciton of zero total momentum in a sample of area $\mathcal A$ is

$$|X\rangle=\mathcal A^{-1/2}\sum_{\mathbf k}A(\mathbf k)\,c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle,\qquad \int_{\mathbf k}|A|^2=1,\qquad \int_{\mathbf k}\equiv\int\frac{d^2k}{(2\pi)^2}.\tag{1}$$

The interaction is $\tfrac12\sum\langle12|W|34\rangle c_1^\dagger c_2^\dagger c_4c_3$. Consider the element that takes the pair $c_b^\dagger c_j|0\rangle$ to $c_a^\dagger c_i|0\rangle$, with $a=c\mathbf k$, $i=v\mathbf k$, $b=c\mathbf k'$, $j=v\mathbf k'$ and $\mathbf k\ne\mathbf k'$. The term with amplitude $\langle aj|W|bi\rangle$ acts as

$$c_a^\dagger c_j^\dagger c_ic_b\,c_b^\dagger c_j|0\rangle=c_a^\dagger c_j^\dagger c_ic_j|0\rangle=-c_a^\dagger c_i\,c_j^\dagger c_j|0\rangle=-c_a^\dagger c_i|0\rangle,$$

because $b$ is empty and $j$ is filled in $|0\rangle$. The term with amplitude $\langle aj|W|ib\rangle$ has $c_bc_i$ in place of $c_ic_b$ and so carries the opposite sign. Each term occurs twice under relabelling of the particles, which cancels the $\tfrac12$. The element is therefore $-\langle aj|W|bi\rangle+\langle aj|W|ib\rangle$, a direct attraction and an exchange repulsion.

In the direct term the electron goes from $c\mathbf k'$ to $c\mathbf k$ and a valence electron from $v\mathbf k$ to $v\mathbf k'$, which gives $W(\mathbf k-\mathbf k')\langle c\mathbf k|c\mathbf k'\rangle\langle v\mathbf k'|v\mathbf k\rangle/\mathcal A$. The long-wavelength exchange contains $\langle c\mathbf k|v\mathbf k\rangle=0$ and is absent at zero momentum, and the short-range exchange is neglected. Terms diagonal in $\mathbf k$ are self-energies, counted as part of the bands. With the statically screened $W$ in the direct term, as the Bethe-Salpeter equation prescribes,

$$[E_{cv}(\mathbf k)-\Omega]A(\mathbf k)=\int_{\mathbf k'}W(|\mathbf k-\mathbf k'|)\,F(\mathbf k,\mathbf k')A(\mathbf k'),\qquad F=\langle c\mathbf k|c\mathbf k'\rangle\langle v\mathbf k'|v\mathbf k\rangle.\tag{2}$$

The interaction is assumed to depend on $|\mathbf q|$ alone and to be the same between all orbitals.

### Coupling to circular light

A field $\mathrm{Re}[E_0\hat{\boldsymbol\epsilon}_\pm e^{-i\omega t}]$ with $\hat{\boldsymbol\epsilon}_\pm=(\hat x\pm i\hat y)/\sqrt2$ defines $\sigma_\pm$ light; for $\sigma_+$ it points along $(\cos\omega t,\sin\omega t)$ and turns counterclockwise about $+z$. Absorption comes from the $e^{-i\omega t}$ part of $e\mathbf E\cdot\mathbf r$, so the operator is $\hat{\boldsymbol\epsilon}_\pm\cdot\mathbf r=r_\pm/\sqrt2$.

For a Bloch state $\psi_{v\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{v\mathbf k}$ the product rule gives $\mathbf r\psi_{v\mathbf k}=-i\nabla_{\mathbf k}\psi_{v\mathbf k}+ie^{i\mathbf k\cdot\mathbf r}\nabla_{\mathbf k}u_{v\mathbf k}$. The first term, projected on a conduction state, is the gradient of an overlap that vanishes identically. Hence $\mathbf r_{cv}=i\langle c|\nabla v\rangle$. Differentiating $H|v\rangle=E_v|v\rangle$ and projecting on $\langle c|$ gives $\langle c|\nabla H|v\rangle+E_c\langle c|\nabla v\rangle=E_v\langle c|\nabla v\rangle$, so that

$$r_\pm(\mathbf k)=-\frac{i\,\langle c|v_\pm|v\rangle}{E_{cv}},\qquad v_\pm=(\partial_x\pm i\partial_y)H.\tag{3}$$

This form was tested against a finite-difference evaluation of $i\langle c|\nabla v\rangle$ in the bilayer model. In a tight-binding model it takes the position operator to be diagonal in the sites, with the site positions included in the Bloch phases. From (1), $\langle X|r_\pm|0\rangle=\sqrt{\mathcal A}\,d_\pm$, and the oscillator strength $2m_0\Omega|\langle X|\hat{\boldsymbol\epsilon}\cdot\mathbf r|0\rangle|^2/\hbar^2$ per unit area is

$$d_\pm=\int_{\mathbf k}A^*r_\pm,\qquad f_\pm=\frac{2m_0}{\hbar^2}\,\Omega\,\frac{|d_\pm|^2}{2}=\frac{\Omega|d_\pm|^2}{\hbar^2/m_0}.\tag{4}$$

Since $A$ has the dimension of length and $\int_{\mathbf k}$ of inverse area, $d_\pm$ is dimensionless.

### First derivation: the gapped chiral fermion

Let $\sigma_+=|1\rangle\langle2|$, $\sigma_-=|2\rangle\langle1|$, let $w\ge1$ be an integer, $\Delta>0$ and $a$ real of either sign:

$$H=\Delta\sigma_z+a\,(k_-^w\sigma_++k_+^w\sigma_-).\tag{5}$$

Define $E=\sqrt{\Delta^2+a^2k^{2w}}$, $\cos\theta=\Delta/E$, $\sin\theta=ak^w/E$, $C=\cos(\theta/2)$, $S=\sin(\theta/2)$. Then $C>0$ and $S$ has the sign of $a$. The eigenvectors are

$$|c\rangle=(C,\;Se^{iw\varphi}),\qquad |v\rangle=(-Se^{-iw\varphi},\;C).\tag{6}$$

The first row of $H|c\rangle$ is $\Delta C+ak^wS=E(\cos\theta\,C+\sin\theta\,S)=EC$, and the second is $e^{iw\varphi}E(\sin\theta\,C-\cos\theta\,S)=ESe^{iw\varphi}$, both by the angle-difference formulas. The vector $|v\rangle$ is orthogonal to $|c\rangle$ and $H$ is traceless, so its energy is $-E$. As $k\to0$, $Se^{iw\varphi}\to ak_+^w/2\Delta$, which is a smooth function of $k_x,k_y$. The states tend to $(1,0)$ and $(0,1)$ from every direction. This phase choice is called the smooth gauge.

The derivatives follow from $(\partial_x+i\partial_y)k_-=1+i(-i)=2$ and $(\partial_x+i\partial_y)k_+=1+i\cdot i=0$, with the roles exchanged for $\partial_x-i\partial_y$. Thus $v_+=2wa\,k_-^{w-1}\sigma_+$ and $v_-=2wa\,k_+^{w-1}\sigma_-$. The spinor elements are $\langle c|\sigma_+|v\rangle=c_1^*v_2=C^2$ and $\langle c|\sigma_-|v\rangle=c_2^*v_1=-S^2e^{-2iw\varphi}$. Multiplying,

$$\langle c|v_+|v\rangle=2wa\,k^{w-1}C^2e^{-i(w-1)\varphi},\qquad \langle c|v_-|v\rangle=-2wa\,k^{w-1}S^2e^{-i(w+1)\varphi},\tag{7}$$

where the second phase is $(w-1)\varphi-2w\varphi$. The winding number $l_\pm$ is the change of phase of $\langle c|v_\pm|v\rangle$ once counterclockwise around a circle, divided by $2\pi$. From (7),

$$l_\pm=-w\pm1.\tag{8}$$

The factor $-i/E_{cv}$ in (3) does not depend on $\varphi$, so $r_\pm$ winds in the same way.

Diagonal terms that depend on $k$ alone leave (8) unchanged on every circle where the element does not vanish. For $\varepsilon(k)\,1+\Delta(k)\sigma_z$ the operator $v_\pm$ gains $e^{\pm i\varphi}(\varepsilon'+\Delta'\sigma_z)$, because $(\partial_x\pm i\partial_y)k=e^{\pm i\varphi}$. The unit matrix has no interband element, and $\langle c|\sigma_z|v\rangle=c_1^*v_1-c_2^*v_2=-2CSe^{-iw\varphi}$. The added term has phase $e^{i(-w\pm1)\varphi}$, the same as in (7). It changes the amplitude and can cancel it: the $\sigma_-$ element becomes $-2S\,(wa\,k^{w-1}S+\Delta' C)\,e^{-i(w+1)\varphi}$, which for $w=2$, $a=1$, $\Delta=0.7-0.2k^2$ vanishes where $S/C=0.2$, at $k=0.519$. On such a circle no winding number is defined, but the angular factor, and with it the selection rule below, is the same at every $k$. A model with $k_+^{|w|}$ in the $\sigma_+$ term is the mirror image $k_y\to-k_y$ of (5). The mirror sends $\varphi\to-\varphi$ and exchanges $v_+$ with $v_-$, which gives $l_\pm=|w|\pm1$, that is (8) with negative $w$. Equation (7) was tested against numerical eigenvectors for $w=1,2,3$, and the windings, with such diagonal terms present, for $w=1,2,3,-2$.

The form factor in (2) follows from (6), with $\vartheta=\varphi-\varphi'$. One overlap is $\langle c\mathbf k|c\mathbf k'\rangle=CC'+SS'e^{-iw\varphi}e^{iw\varphi'}$ and the other is $\langle v\mathbf k'|v\mathbf k\rangle=S'Se^{iw\varphi'}e^{-iw\varphi}+C'C$. They are equal, so

$$F=(CC'+SS'e^{-iw\vartheta})^2.\tag{9}$$

Both $F$ and $|\mathbf k-\mathbf k'|^2=k^2+k'^2-2kk'\cos\vartheta$ depend on the angles through $\vartheta$ alone. Insert $A=a_m(k)e^{im\varphi}$ in (2) and write $e^{im\varphi'}=e^{im\varphi}e^{-im\vartheta}$. The factor $e^{im\varphi}$ cancels and a radial equation remains:

$$[E_{cv}-\Omega]a_m(k)=\int\frac{k'dk'}{2\pi}K_m(k,k')a_m(k'),\qquad K_m=\int\frac{d\vartheta}{2\pi}\,WF\,e^{-im\vartheta}.\tag{10}$$

Every function on the plane is a sum of such harmonics, so all eigenstates can be chosen with definite $m$. The label has its hydrogenic meaning. The real-space envelope $\int_{\mathbf k}A\,e^{i\mathbf k\cdot\mathbf r}$ has the angular integral $\int d\varphi\,e^{im\varphi}e^{ikr\cos(\varphi-\varphi_r)}=2\pi i^mJ_m(kr)e^{im\varphi_r}$, which behaves as $r^{|m|}$ for $kr\ll1$. The envelope as a whole inherits this power when $a_m(k)$ is cut off or falls fast enough at large $k$, and its angular factor is $e^{im\varphi_r}$ in any case. States with $|m|=0,1,2,3$ are called s, p, d, f.

Writing $r_\pm=\tilde r_\pm(k)e^{il_\pm\varphi}$ in (4), the angular average of $e^{i(l_\pm-m)\varphi}$ gives

$$d_\pm=\delta_{m,l_\pm}\int\frac{k\,dk}{2\pi}\,a_m^*\tilde r_\pm .\tag{11}$$

This is the selection rule: $\sigma_\pm$ light excites $m=-w\pm1$ and no other $m$. For $w=1$, the massive Dirac case, $\sigma_+$ reaches s and $\sigma_-$ reaches $m=-2$. For $w=2$, $\sigma_+$ reaches $m=-1$ and $\sigma_-$ reaches $m=-3$, while s and $m=+1$ are dark to both. The two allowed channels are unequal: their velocity elements are in the ratio $S^2/C^2$, which is small where $|a|k^w\ll\Delta$ and tends to one where the gap is negligible. The rule says which radial integral survives, and does not fix its size.

Expanding (9) shows why $m$ and $-m$ differ in energy. With $W_n=\int\frac{d\vartheta}{2\pi}We^{-in\vartheta}$, which is real and even in $n$,

$$K_m=C^2C'^2W_m+2CC'SS'W_{m+w}+S^2S'^2W_{m+2w}.$$

For $w=2$, $K_{-1}-K_{+1}=2CC'SS'(W_1-W_3)+S^2S'^2(W_3-W_5)$. If $W_1>W_3>W_5$ at all $k,k'$ and the lowest $m=+1$ radial function has no node, that function used as a trial state in the $m=-1$ equation gives a lower energy, so $\Omega_{-1}<\Omega_{+1}$. These conditions are not proved here for a given $W$; the ordering is tested in the bilayer model of Part II.

### What depends on the gauge

Let $|c\rangle\to e^{i\alpha}|c\rangle$ and $|v\rangle\to e^{i\beta}|v\rangle$, with $\alpha,\beta$ functions of $\mathbf k$. The pair operator $c_c^\dagger c_v$ gains $e^{i(\alpha-\beta)}$, so the same physical state has $A\to Ae^{-i(\alpha-\beta)}$. The dipole changes as $r_\pm\to e^{-i(\alpha-\beta)}r_\pm$, and $A^*r_\pm$ is unchanged. With $\alpha-\beta=-n\varphi$ both $m$ and $l_\pm$ rise by $n$. The physical quantity is $m-l_\pm$, and the statement that a p-like envelope is bright has content once the gauge is named. The smooth gauge is singled out by regularity. A phase function that is continuous on a disc around $k=0$ has no winding on circles inside it, so all smooth gauges assign the same $l_\pm$. In a gauge with $n\ne0$, an envelope that is nonzero at $k=0$, such as the s envelope, acquires a value there that depends on the direction of approach.

### Bilayer graphene has $w=2$

Place $A_1$ at the origin, $B_1$ and $A_2$ at $\boldsymbol\delta_1=(0,a_0/\sqrt3)$, one above the other, and $B_2$ at $2\boldsymbol\delta_1$, where $a_0$ is the lattice constant. The other bond vectors are $\boldsymbol\delta_{2,3}=(\pm a_0/2,-a_0/2\sqrt3)$. The hops $A_1\to B_1$ and $A_2\to B_2$ run along $\boldsymbol\delta_j$ with amplitude $-\gamma_0$. Since $3\boldsymbol\delta_1$ is a lattice vector, $B_2$ is equivalent to $-\boldsymbol\delta_1$, and the skew hops $A_1\to B_2$ run along $-\boldsymbol\delta_j$ with amplitude $-\gamma_3$. The vertical hop $B_1\to A_2$ is $\gamma_1$, and $A_1\to A_2$, $B_1\to B_2$ run along $\boldsymbol\delta_j$ with $+\gamma_4$. All in-plane sums are $g=\sum_je^{i\mathbf p\cdot\boldsymbol\delta_j}$ or $g^*$.

At $\mathbf p=\mathbf K_\xi+\mathbf k$, $\mathbf K_\xi=\xi(4\pi/3a_0,0)$, the phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1,e^{\pm2\pi i\xi/3}$ and sum to zero. To first order in $k$,

$$g=i\Big[\frac{a_0k_y}{\sqrt3}+\frac{a_0k_x}{2}\,2i\sin\frac{2\pi\xi}{3}-\frac{a_0k_y}{2\sqrt3}\,2\cos\frac{2\pi}{3}\Big]=-\frac{\sqrt3a_0}{2}(\xi k_x-ik_y).$$

With $\pi=\xi k_x+ik_y$, $v=\sqrt3a_0\gamma_0/2$, $v_{3,4}=\sqrt3a_0\gamma_{3,4}/2$, and layer potentials $\pm u$, $u=U/2$, the matrix in the order $(A_1,B_1,A_2,B_2)$ is

$$H=\begin{pmatrix}u&v\pi^*&-v_4\pi^*&v_3\pi\\ v\pi&u&\gamma_1&-v_4\pi^*\\ -v_4\pi&\gamma_1&-u&v\pi^*\\ v_3\pi^*&-v_4\pi&v\pi&-u\end{pmatrix}.\tag{12}$$

It was tested against a lattice Hamiltonian assembled from site positions; the difference is quadratic in $k$ in both valleys.

Take $\xi=+1$, so $\pi^*=k_-$, and $\gamma_3=\gamma_4=0$. At $k=0$ the levels are $\pm u$ on $A_1$ and $B_2$, and $\pm\sqrt{\gamma_1^2+u^2}$ on the dimer $B_1A_2$. For $|E|,|u|,vk\ll\gamma_1$ the two dimer rows reduce at leading order to $vk_+A_1+\gamma_1A_2=0$ and $\gamma_1B_1+vk_-B_2=0$. Inserting $B_1=-vk_-B_2/\gamma_1$ in the first row gives $uA_1-(v^2/\gamma_1)k_-^2B_2=EA_1$, and inserting $A_2=-vk_+A_1/\gamma_1$ in the last row gives the conjugate coupling with diagonal $-u$. For $U>0$ this is (5) with $w=2$, $\Delta=U/2$ and $a=-v^2/\gamma_1$. An electron needs two in-plane hops, each carrying one factor $k_-$, to pass between the two low-energy sites. In valley $\xi=-1$, $\pi^*=-k_+$ and $w=-2$. For $U<0$ the conduction state sits on $B_2$, the roles of the two components are exchanged, and $w=-2$ in valley $\xi=+1$.

At this order, then, $\sigma_+$ light excites the $m=-1$ exciton in valley $\xi=+1$ with the element $\langle c|v_+|v\rangle=-4(v^2/\gamma_1)k_-C^2$ from (7). The reduction has two weaknesses. The bias of the example is a quarter of $\gamma_1$, which is not a small parameter of high quality. And $\nabla H$ of the reduced matrix is not the full velocity, because the eliminated dimer components depend on $\mathbf k$ as well.

## Part II. The rule from rotational symmetry

The following is taken from Part I. Units are meV and nm, $k_\pm=ke^{\pm i\varphi}$, $v_\pm=(\partial_x\pm i\partial_y)H$, $r_\pm=-i\langle c|v_\pm|v\rangle/E_{cv}$. The envelope $A(\mathbf k)$ solves the Bethe-Salpeter equation (2) with kernel $WF$, $F=\langle c\mathbf k|c\mathbf k'\rangle\langle v\mathbf k'|v\mathbf k\rangle$. The amplitudes are $d_\pm=\int_{\mathbf k}A^*r_\pm$ and $f_\pm=\Omega|d_\pm|^2/(\hbar^2/m_0)$. All labels refer to the smooth gauge. The two-band model (5) gave $l_\pm=-w\pm1$ and the rule $m=l_\pm$. The bilayer matrix is (12), with $u=U/2$; unless stated, $\xi=+1$ and $U>0$.

### Second derivation

Let $H$ be a matrix of any size, and suppose there are numbers $j_a$ with integer differences such that

$$H(k,\varphi)=R\,H_0(k)\,R^\dagger,\qquad R=e^{-ij\varphi},\qquad j=\mathrm{diag}(j_a),\qquad H_0=H(k,0).\tag{13}$$

Elementwise, $H_{ab}\propto e^{-i(j_a-j_b)\varphi}$. Suppose bands $c$ and $v$ are nondegenerate, that at $k=0$ they lie on orbitals with $j=j_c$ and $j=j_v$, and that one such component of each band does not vanish in the region used. Making that component real and positive defines a smooth gauge.

If $H_0|c_0\rangle=E_c|c_0\rangle$, then $R|c_0\rangle$ is an eigenvector at angle $\varphi$ with the same energy, so the bands are isotropic. Its reference component has acquired $e^{-ij_c\varphi}$, which must be removed. Nondegeneracy makes the result unique:

$$|c\rangle=e^{ij_c\varphi}R|c_0\rangle,\qquad|v\rangle=e^{ij_v\varphi}R|v_0\rangle.\tag{14}$$

In polar coordinates $\partial_x\pm i\partial_y=e^{\pm i\varphi}(\partial_k\pm ik^{-1}\partial_\varphi)$. From $\partial_\varphi R=-ijR$ follows $\partial_\varphi H=-iR[j,H_0]R^\dagger$, and so $v_\pm=e^{\pm i\varphi}R\,(\partial_kH_0\pm k^{-1}[j,H_0])\,R^\dagger$. Between the states (14) the matrices $R$ cancel:

$$\langle c|v_\pm|v\rangle=e^{i(-w\pm1)\varphi}g_\pm(k),\qquad w=j_c-j_v,\qquad g_\pm=\langle c_0|\partial_kH_0|v_0\rangle\mp\frac{E_{cv}}{k}\langle c_0|j|v_0\rangle,\tag{15}$$

where $\langle c_0|[j,H_0]|v_0\rangle=(E_v-E_c)\langle c_0|j|v_0\rangle$ was used. On any circle where $g_\pm\neq0$ the winding number is $-w\pm1$. The overlaps follow from (14) as well:

$$F=\sum_ac_{0a}^*c'_{0a}e^{i(j_a-j_c)\vartheta}\;\sum_bv'^*_{0b}v_{0b}e^{-i(j_b-j_v)\vartheta}.\tag{16}$$

This depends on $\vartheta=\varphi-\varphi'$ alone, so (10) and (11) hold unchanged. The rule can be read as $m+j_c-j_v=\pm1$: the angular momentum of the photon is shared between the envelope and the change of the band state. Model (5) is the case $j_1-j_2=w$.

The selection rule $m=-w\pm1$ has now been derived twice, from explicit two-band spinors and from rotational symmetry for a matrix of any size, where $w=j_c-j_v$. What remains is to apply it to the four-band bilayer, include trigonal warping, compute the energies and strengths of the example, and draw the consequence for the exciton dispersion.
